# Counting the free structural parameters of rutile, wurtzite and A7

## Problem

Three crystal structures are given by their cells and fractional coordinates. Lengths are in units of the lattice parameter $a$, and the numbers are round model values.

- **Rutile**, tetragonal, $c/a=0.65$. Cations at $(0,0,0)$ and $(\tfrac12,\tfrac12,\tfrac12)$; anions at $(x,x,0)$, $(-x,-x,0)$, $(\tfrac12-x,\tfrac12+x,\tfrac12)$ and $(\tfrac12+x,\tfrac12-x,\tfrac12)$, with $x=0.30$.
- **Wurtzite**, hexagonal, $c/a=1.60$. Species A at $(\tfrac13,\tfrac23,0)$ and $(\tfrac23,\tfrac13,\tfrac12)$; species B at the same positions raised by $u=0.38$ along the third axis.
- **A7**, rhombohedral. In hexagonal axes with $c/a=2.60$, the primitive vectors are $(\tfrac23,\tfrac13,\tfrac13)$, $(-\tfrac13,\tfrac13,\tfrac13)$ and $(-\tfrac13,-\tfrac23,\tfrac13)$. Two identical atoms sit at $(0,0,z)$ and $(0,0,-z)$, with $z=0.23$.

(a) For each structure, how many independent changes of cell and atomic positions keep the space group? Rigid translations and rotations do not count.

(b) Which displacement patterns are they?

(c) In rutile, the first anion is moved by $0.04a$ along $x$ and a strain $\varepsilon_{xx}=0.02$ is applied. What is left after projection on the symmetry-preserving changes?

(d) What does the count say about forces and stress?

## Hints

1. Describe a small change by one displacement vector per atom and a symmetric strain tensor. How does a space-group operation act on each?
2. Averaging a change over all operations leaves its invariant part. The average is a projector, and the trace of a projector is the dimension of the space it projects on.
3. An atom contributes to the trace only if the operation returns it to its own site, up to a cell translation.
4. Check whether an invariant displacement might merely shift the whole crystal.

## Solution

### Action of the operations

Let the cell contain $N$ atoms. To first order, an atom $i$ at $\mathbf r$ moves to $\mathbf r+\varepsilon\mathbf r+\mathbf u_i$. The displacement $\mathbf u_i$ is the same in every cell. The strain $\varepsilon$ is symmetric, because an antisymmetric part would be a rotation. This gives $3N+6$ coordinates.

An operation $g=\{R|\mathbf w\}$ takes $\mathbf r$ to $R\mathbf r+\mathbf w$ and atom $i$ to the site $g(i)$. A displaced atom goes to
$$R(\mathbf r_i+\mathbf u_i)+\mathbf w=(R\mathbf r_i+\mathbf w)+R\mathbf u_i ,$$
so the transformed displacements are
$$(g\mathbf u)_{g(i)}=R\,\mathbf u_i .$$

For the strain, write $\mathbf r'=R\mathbf r+\mathbf w$, hence $\mathbf r=R^T(\mathbf r'-\mathbf w)$. The strain displacement $\varepsilon\mathbf r$ becomes
$$R\varepsilon\mathbf r=R\varepsilon R^T\mathbf r'-R\varepsilon R^T\mathbf w .$$
The last term is the same for all atoms, a rigid shift that does not alter the structure, and it is dropped. Physically, a screw or glide translation stretches with the lattice. Thus $g\varepsilon=R\varepsilon R^T$.

### Projector and characters

Let $G$ be the space group modulo cell translations, a finite group with $|G|$ elements, and $D(g)$ the matrix of $g$ on the $3N+6$ coordinates. Define
$$P=\frac1{|G|}\sum_{g}D(g).$$
Multiplying by $D(h)$ only reorders the sum, so $D(h)P=P$: every vector $Pv$ is invariant. If $v$ is already invariant, $Pv=v$. Hence $P^2=P$, and $P$ projects on the totally symmetric representation. Its eigenvalues are 0 and 1, so its trace is the number of independent invariant changes. The displacement and strain blocks can be traced separately.

*Displacements.* Atom $i$ has a diagonal block only if $g(i)=i$, and that block is $R$. With $N_g$ such atoms, $\chi_{\rm disp}=N_g\,\mathrm{tr}R$.

*Rigid translations.* One common vector is rotated, so $\chi_{\rm trans}=\mathrm{tr}R$.

*Strains.* On all $3\times3$ tensors the map is $T_{ij}\to\sum_{kl}R_{ik}R_{jl}T_{kl}$. To trace over symmetric tensors, insert the symmetrizer, which is half the identity plus half the exchange of the two indices. The identity gives $\sum_{ij}R_{ii}R_{jj}=(\mathrm{tr}R)^2$, the exchange gives $\sum_{ij}R_{ij}R_{ji}=\mathrm{tr}R^2$, and
$$\chi_{\rm strain}=\tfrac12\left[(\mathrm{tr}R)^2+\mathrm{tr}R^2\right].$$

Take Cartesian components for the displacements and $\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz},\sqrt2\varepsilon_{yz},\sqrt2\varepsilon_{xz},\sqrt2\varepsilon_{xy}$ for the strain, so that the squared length of a strain is $\sum_{ij}\varepsilon_{ij}^2$, which $R\varepsilon R^T$ conserves. In these coordinates, used from here on, the matrices $D(g)$ are orthogonal (without the factors $\sqrt2$ those of threefold and sixfold rotations are not), and they turn rigid translations into rigid translations. They therefore also preserve the orthogonal complement, the internal displacements. The invariant displacements split into these two parts, and
$$n_{\rm free}=n_{\rm strain}+n_{\rm disp}-n_{\rm trans},\qquad n=\frac1{|G|}\sum_g\chi(g).$$

A rotation by $\theta$ has $\mathrm{tr}R=1+2\cos\theta$; multiplying it by the inversion changes the sign of the trace but leaves $R^2$ unchanged. For example, a mirror has $\mathrm{tr}R=1$ and $R^2=1$, so $\chi_{\rm strain}=\tfrac12(1+3)=2$.

### Rutile

The tetragonal lattice has 16 point operations. In the layer $z=0$ the anions lie at $\pm x(1,1,0)$ from the cation; in the layer $z=\tfrac12$ they lie at $\pm x(-1,1,0)$ from theirs. Eight operations map each of these diagonals to itself and need no translation. The other eight exchange the diagonals and must be combined with $(\tfrac12,\tfrac12,\tfrac12)$, which exchanges the layers. So $|G|=16$, and the second set fixes no atom.

The first set fixes both cations. The anions are fixed in pairs: the twofold axis along $[110]$, for instance, keeps the pair on that diagonal and interchanges the other two anions, so $N_g=4$.

| Operations | No. | $N_g$ | $\mathrm{tr}R$ | $\chi_{\rm strain}$ | $\chi_{\rm disp}$ |
|---|---|---|---|---|---|
| identity | 1 | 6 | 3 | 6 | 18 |
| twofold, $z$ | 1 | 2 | −1 | 2 | −2 |
| twofold, diagonals | 2 | 4 | −1 | 2 | −4 |
| inversion | 1 | 2 | −3 | 6 | −6 |
| mirror $\perp z$ | 1 | 6 | 1 | 2 | 6 |
| diagonal mirrors | 2 | 4 | 1 | 2 | 4 |
| fourfold screws | 2 | 0 | 1 | 0 | 0 |
| twofold screws, $x$ and $y$ | 2 | 0 | −1 | 2 | 0 |
| fourfold rotoinversions | 2 | 0 | −1 | 0 | 0 |
| glides $\perp x$ and $\perp y$ | 2 | 0 | 1 | 2 | 0 |

Each row is weighted by its number of operations:
$$n_{\rm strain}=\frac{6+2+4+6+2+4+0+4+0+4}{16}=\frac{32}{16}=2,$$
$$n_{\rm disp}=\frac{18-2-8-6+6+8}{16}=\frac{16}{16}=1,$$
$$n_{\rm trans}=\frac{3-1-2-3+1+2+2-2-2+2}{16}=0.$$
Rutile has $2+1-0=3$ free parameters out of 24 coordinates.

### Wurtzite

The hexagonal lattice has 24 point operations. Those that reverse the $c$ axis are excluded: they would put B at $-u$ from an A atom in the same column, where the crystal has B at $+u$. The two agree only if $2u$ is an integer. Twelve operations remain. Six keep the columns at $(\tfrac13,\tfrac23)$ and $(\tfrac23,\tfrac13)$ and fix all four atoms. Six exchange the columns, need a shift $c/2$, and fix none.

| Operations | No. | $N_g$ | $\mathrm{tr}R$ | $\chi_{\rm strain}$ | $\chi_{\rm disp}$ |
|---|---|---|---|---|---|
| identity | 1 | 4 | 3 | 6 | 12 |
| threefold | 2 | 4 | 0 | 0 | 0 |
| mirrors | 3 | 4 | 1 | 2 | 4 |
| sixfold screws | 2 | 0 | 2 | 2 | 0 |
| twofold screw | 1 | 0 | −1 | 2 | 0 |
| glides | 3 | 0 | 1 | 2 | 0 |

$$n_{\rm strain}=\frac{6+0+6+4+2+6}{12}=2,\qquad n_{\rm disp}=\frac{12+0+12}{12}=2,$$
$$n_{\rm trans}=\frac{3+0+3+4-1+3}{12}=1.$$
The count is $2+2-1=3$. The subtraction matters here because $c$ is a polar axis: a shift of the whole crystal along $c$ is invariant under every $R$, yet it changes no interatomic distance.

### A7

The rhombohedral lattice has 12 point operations, and all are symmetries of the crystal without a translation. The identity, the threefold rotations and the mirrors containing the axis fix both atoms. The other six reverse the axis and exchange the atoms.

| Operations | No. | $N_g$ | $\mathrm{tr}R$ | $\chi_{\rm strain}$ | $\chi_{\rm disp}$ |
|---|---|---|---|---|---|
| identity | 1 | 2 | 3 | 6 | 6 |
| threefold | 2 | 2 | 0 | 0 | 0 |
| mirrors | 3 | 2 | 1 | 2 | 2 |
| inversion | 1 | 0 | −3 | 6 | 0 |
| threefold rotoinversions | 2 | 0 | 0 | 0 | 0 |
| twofold | 3 | 0 | −1 | 2 | 0 |

$$n_{\rm strain}=\frac{6+0+6+6+0+6}{12}=2,\qquad n_{\rm disp}=\frac{6+0+6}{12}=1,$$
$$n_{\rm trans}=\frac{3+0+3-3+0-3}{12}=0.$$
Again $2+1-0=3$. The six-atom hexagonal cell gives the same result, provided its centring translations are kept in $G$, which then has 36 elements.

### The patterns

In all three structures every $R$ maps the $c$ axis to itself or its reverse. With $\hat{\mathbf z}$ the unit vector along $c$, the strain
$$\varepsilon=\varepsilon_1\,\mathbb 1+(\varepsilon_3-\varepsilon_1)\,\hat{\mathbf z}\hat{\mathbf z}^T=\mathrm{diag}(\varepsilon_1,\varepsilon_1,\varepsilon_3)$$
is therefore invariant. It has two independent constants, and the count allows two, so these are all: relative changes of $a$ and $c$.

The internal patterns follow by varying the coordinate that each structure leaves open.

- Rutile: changing $x$ by $\Delta x$ moves the anions by $a\Delta x$ times $(1,1,0)$, $(-1,-1,0)$, $(-1,1,0)$ and $(1,-1,0)$. The squares of these components sum to 8, so each nonzero component of the normalized pattern has size $1/\sqrt8=0.3536$.
- Wurtzite: each species may shift along $c$. Removing the common shift leaves $(-\tfrac12,-\tfrac12,\tfrac12,\tfrac12)$ for A, A, B, B, a change of $u$.
- A7: the atoms move oppositely along $c$, with components $\pm1/\sqrt2=\pm0.7071$, a change of $z$.

These parameters keep the space group at finite changes too, since the coordinate lists retain their form. The count holds where $G$ is the full symmetry; special values can enlarge $G$, as the second variation shows.

For A7 one may replace $a$ and $c$ by the rhombohedral edge $a_r$ and angle $\alpha$. Each primitive vector has a horizontal part $a/\sqrt3$ and a vertical part $c/3$, and the horizontal parts are $120^\circ$ apart, so
$$a_r^2=\frac{a^2}3+\frac{c^2}9,\qquad a_r^2\cos\alpha=-\frac{a^2}6+\frac{c^2}9 .$$
For $c/a=2.60$ this gives $a_r=1.0414\,a$ and $\alpha=57.39^\circ$.

### Projecting a distorted rutile cell

Let $\mathbf e$ be the normalized anion pattern. The given displacement has the single component $0.04a$, so its overlap with $\mathbf e$ is $0.04a/\sqrt8$. The projection is this overlap times $\mathbf e$, and the $x$ component for the first anion is
$$a\,\Delta x=\frac{0.04a}{\sqrt8}\cdot\frac1{\sqrt8}=\frac{0.04a}{8},\qquad \Delta x=0.0050 .$$

For the strain, eight of the 16 operations map the $x$ axis to $\pm x$ and eight exchange it with $y$. The average of $\mathrm{diag}(0.02,0,0)$ is
$$\tfrac12\,\mathrm{diag}(0.02,0,0)+\tfrac12\,\mathrm{diag}(0,0.02,0)=\mathrm{diag}(0.01,0.01,0).$$
What survives is an increase of $a$ by 1%, unchanged $c$, and $x$ raised from 0.300 to 0.305.

### Forces and stress

Assume that the energy depends on the structure alone and is the same for symmetry-related structures. Let $v$ be a small change from the symmetric structure and $F$ the energy gradient there. Since $v$ and $D(g)v$ cost the same energy, the first-order terms agree:
$$F^Tv=F^TD(g)v\quad\text{for all }v .$$
Hence $D(g)^TF=F$ for every $g$, so $F$ is invariant. A rigid translation costs no energy, so $F$ has no component along one. The forces and stress thus have at most three independent components in each structure, and a steepest-descent step in these coordinates, in exact arithmetic, preserves the space group. The choice of coordinates matters. If the components of the cell vectors, the columns of a matrix $h$, are the variables, the gradient is $\sigma h^{-T}$ with $\sigma=\partial E/\partial\varepsilon$, and the step amounts to a strain proportional to $\sigma\,(hh^T)^{-1}$. For hexagonal axes $hh^T$ is not isotropic in the basal plane, so such a step breaks the hexagonal symmetry whenever the in-plane stress is not zero.

The numerical check confirms this without using group theory: gradients of several pair energies with respect to all $3N+6$ coordinates span three dimensions in each structure.

A vanishing gradient does not prove stability. Let $v$ be orthogonal to the invariant changes and to rigid translations. Then $Pv=0$, so the images $D(g)v$ average to zero and cannot all equal $v$: some symmetry is lost. Along such directions the first-order energy vanishes, so the second derivatives must be examined. A negative one shows an instability. Positive curvature along these directions alone is not enough, because the structure may still be unrelaxed or at a saddle point within the invariant changes. Suppose that the gradient also vanishes along the invariant changes, and that the matrix of second derivatives has only positive eigenvalues on both sets of directions, rigid translations excluded. Because $v$ and $D(g)v$ cost the same energy, this matrix $H$ obeys $D(g)^THD(g)=H$; it commutes with every $D(g)$, hence with $P$, and does not couple the two sets. Then the structure is a local minimum with respect to changes that keep the periodicity of the chosen cell; distortions that enlarge the cell are not among these $3N+6$ coordinates and need a larger cell.

## Variation 1: ideal wurtzite

*Set $c/a=\sqrt{8/3}$ and $u=3/8$, so that all four A–B bonds are equal. Does the count fall?*

The bond along $c$ has squared length $u^2c^2=\tfrac9{64}\cdot\tfrac83a^2=\tfrac38a^2$. The other three have
$$\frac{a^2}3+\left(\tfrac12-u\right)^2c^2=\frac{a^2}3+\frac1{64}\cdot\frac83a^2=\frac38a^2 .$$
The bonds are indeed equal, but no new operation appears. The lattice is still hexagonal, and reversing $c$ still requires $2u$ to be an integer, whereas $2u=\tfrac34$. The table is unchanged and three parameters remain. Symmetry does not hold $c/a$ and $u$ at their ideal values, so a relaxation is in general free to leave them.

## Variation 2: A7 at its cubic point

*Set $c/a=\sqrt6$ and $z=\tfrac14$. How many parameters remain?*

Now $a_r^2=(\tfrac13+\tfrac23)a^2=a^2$ and $\cos\alpha=-\tfrac16+\tfrac23=\tfrac12$, so $\alpha=60^\circ$: the lattice is face-centred cubic. The two atoms are separated by $c/2$, half the body diagonal of its cube. Being identical, they form a simple cubic crystal. Each of the 48 cubic point operations occurs with and without the translation that exchanges the atoms, so $|G|=96$.

Cubic symmetry makes the three axes equivalent and leaves one strain, $\varepsilon\propto\mathbb 1$. The exchanging translation requires $\mathbf u_1=\mathbf u_2$, and inversion about an atom then requires $\mathbf u_1=-\mathbf u_1=0$. Hence $n_{\rm free}=1+0-0=1$, the volume.

The changes of $\alpha$ and $z$ that preserve symmetry in A7 now break it. By the gradient argument, the energy at fixed volume is stationary with respect to both at the cubic point. A relaxation started exactly there feels no force towards A7, even if A7 has the lower energy; to test whether the cubic point is unstable, one examines the second derivatives there or supplies a small distortion. That distortion must include a change of $z$: at $z=\tfrac14$ the translation by $c/2$ exchanges the atoms for any $c/a$, so a change of $\alpha$ alone leaves the force on $z$ at zero. If the cubic point is a strict local minimum, a steepest-descent relaxation started close to it returns to it, and a lower A7 minimum needs a starting point further away, again with $z\neq\tfrac14$.

## Values computed for the example and the checks

```
Lengths in units of a; counts and characters are pure numbers
rutile: c/a=0.6500, s=0.3000, atoms=6, coordinates=24, operations=16
  strain=2, disp=1, trans=0, free=3; symmetry-breaking moves=18
  gradient rank=3, smallest kept singular ratio=1.01e-01
  number det trR trR^2 fixed | strain disp trans
     1     1   3    3     6  |    6    18    3
     2     1   1   -1     0  |    0     0    1
     2     1  -1    3     4  |    2    -4   -1
     1     1  -1    3     2  |    2    -2   -1
     2     1  -1    3     0  |    2     0   -1
     1    -1   1    3     6  |    2     6    1
     2    -1   1    3     4  |    2     4    1
     2    -1   1    3     0  |    2     0    1
     2    -1  -1   -1     0  |    0     0   -1
     1    -1  -3    3     2  |    6    -6   -3
  internal mode, x per atom: 0.0000 0.0000 0.3536 -0.3536 -0.3536 0.3536
  internal mode, y per atom: 0.0000 0.0000 0.3536 -0.3536 0.3536 -0.3536
wurtzite: c/a=1.6000, s=0.3800, atoms=4, coordinates=18, operations=12
  strain=2, disp=2, trans=1, free=3; symmetry-breaking moves=12
  gradient rank=3, smallest kept singular ratio=7.64e-02
  number det trR trR^2 fixed | strain disp trans
     1     1   3    3     4  |    6    12    3
     2     1   2    0     0  |    2     0    2
     2     1   0    0     4  |    0     0    0
     1     1  -1    3     0  |    2     0   -1
     3    -1   1    3     4  |    2     4    1
     3    -1   1    3     0  |    2     0    1
  internal mode, z per atom: -0.5000 -0.5000 0.5000 0.5000
A7: c/a=2.6000, s=0.2300, atoms=2, coordinates=12, operations=12
  strain=2, disp=1, trans=0, free=3; symmetry-breaking moves=6
  gradient rank=3, smallest kept singular ratio=4.51e-02
  number det trR trR^2 fixed | strain disp trans
     1     1   3    3     2  |    6     6    3
     2     1   0    0     2  |    0     0    0
     3     1  -1    3     0  |    2     0   -1
     3    -1   1    3     2  |    2     2    1
     2    -1   0    0     0  |    0     0    0
     1    -1  -3    3     0  |    6     0   -3
  internal mode, z per atom: 0.7071 -0.7071
ideal wurtzite: c/a=1.6330, s=0.3750, atoms=4, coordinates=18, operations=12
  strain=2, disp=2, trans=1, free=3; symmetry-breaking moves=12
  gradient rank=3, smallest kept singular ratio=6.78e-02
A7 hexagonal cell: c/a=2.6000, s=0.2300, atoms=6, coordinates=24, operations=36
  strain=2, disp=1, trans=0, free=3; symmetry-breaking moves=18
  gradient rank=3, smallest kept singular ratio=4.50e-02
A7 cubic limit: c/a=2.4495, s=0.2500, atoms=2, coordinates=12, operations=96
  strain=1, disp=0, trans=0, free=1; symmetry-breaking moves=8
  gradient rank=1, smallest kept singular ratio=1.00e+00
A7: rhombohedral edge=1.0414 a, angle=57.389 degrees
A7 cubic limit: rhombohedral edge=1.0000 a, angle=60.000 degrees
Rutile input: first anion shift=0.0400 a along x, strain xx=0.0200
Rutile projected: change of x parameter=0.0050
Rutile projected strain: xx=0.0100, yy=0.0100, zz=0.0000
```
